# Van der Merwe's misfit array and its isolated-dislocation limit: a numerical check

```python
"""Periodic misfit dislocations at an interface with a sinusoidal traction law.

Result under test (van der Merwe model, two elastic half-spaces):
  U = c/2 + (c/pi) arctan( (1+sqrt(1+beta^2))/beta * tan(pi x/p) )
  E/E0 = 1+beta-sqrt(1+beta^2) - beta*ln(2 beta sqrt(1+beta^2) - 2 beta^2)
and, at small beta, p*E = (Lam c^2/2 pi) * (ln(p/(4 pi zeta)) + 1).
Symbols: U registry offset, c mean spacing, p array period,
  1/Lam = (1-nu_a)/mu_a + (1-nu_b)/mu_b, zeta = Lam*d/mu0 core half-width,
  beta = 2 pi zeta/p, E0 = mu0 c^2/(4 pi^2 d), phase = 2 pi U/c, X = 2 pi x/p,
  r = sqrt(1+beta^2)-beta. Lengths in nm, moduli in GPa; GPa*nm = J/m^2.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as charge


def ratio(beta):
    return 1 / (np.sqrt(1 + beta**2) + beta)


def phase_formula(X, beta):
    """Closed-form phase for -pi <= X < pi."""
    steep = (1 + np.sqrt(1 + beta**2)) / beta
    return np.pi + 2 * np.arctan(steep * np.tan(X / 2))


def energy_formula(beta):
    root = np.sqrt(1 + beta**2)
    return 1 + beta - root - beta * np.log(2 * beta * ratio(beta))


# --- Half-space response, solved from the Navier equations -----------------
x, y = sp.symbols('x y', real=True)
k, mu, t, nu = sp.symbols('k mu t nu', positive=True)
A, B, C, D = sp.symbols('A B C D')
for side in (1, -1):                      # 1: lower half-space, -1: upper
    decay = sp.exp(side * k * y)
    ux = (A + B * y) * decay * sp.sin(k * x)
    uy = (C + D * y) * decay * sp.cos(k * x)
    div = sp.diff(ux, x) + sp.diff(uy, y)
    nav_x = sp.diff(div, x) + (1 - 2*nu) * (sp.diff(ux, x, 2) + sp.diff(ux, y, 2))
    nav_y = sp.diff(div, y) + (1 - 2*nu) * (sp.diff(uy, x, 2) + sp.diff(uy, y, 2))
    shear = mu * (sp.diff(ux, y) + sp.diff(uy, x))
    normal = 2 * mu * (sp.diff(uy, y) + nu / (1 - 2*nu) * div)
    equations = []
    for expr, wave in ((nav_x, sp.sin(k*x)), (nav_y, sp.cos(k*x))):
        poly = sp.expand(sp.simplify(expr / decay / wave))
        equations += [poly.coeff(y, 0), poly.coeff(y, 1)]
    equations.append(sp.simplify(shear.subs(y, 0) / sp.sin(k*x)) - t)
    equations.append(sp.simplify(normal.subs(y, 0) / sp.cos(k*x)))
    sol = sp.solve(equations, [A, B, C, D], dict=True)[0]
    assert sp.simplify(sol[A] - side * (1 - nu) * t / (mu * k)) == 0
    assert sp.simplify(sol[C] - (1 - 2*nu) * t / (2 * mu * k)) == 0
    depth_law = t * (1 + side * k * y) * decay * sp.sin(k * x)
    assert sp.simplify(shear.subs(sol) - depth_law) == 0


# --- Direct energy minimization on a grid, without the closed form ---------
def relax(beta, start, points=512, steps=2500):
    X = 2 * np.pi * np.arange(points) / points - np.pi
    K = np.abs(np.fft.fftfreq(points) * points)
    g = start(X)
    for _ in range(steps):
        force = np.sin(np.pi + X + g)
        g = np.fft.ifft(np.fft.fft(g - force) / (1 + beta * K)).real
    phase = np.pi + X + g
    Kg = np.fft.ifft(K * np.fft.fft(g)).real
    residual = np.max(np.abs(np.sin(phase) + beta * Kg))
    return X, phase, np.mean(1 - np.cos(phase)), beta/2*np.mean(g*Kg), residual


# --- Model parameters ------------------------------------------------------
a, b, d = 0.300, 0.306, 0.300
mu_a, nu_a, mu_b, nu_b, mu0 = 50.0, 0.25, 40.0, 0.30, 30.0
p = a * b / (b - a)
c = 2 * a * b / (a + b)
Lam = 1 / ((1 - nu_a) / mu_a + (1 - nu_b) / mu_b)
zeta = Lam * d / mu0
beta0 = 2 * np.pi * zeta / p
E0 = mu0 * c**2 / (4 * np.pi**2 * d)
r0 = ratio(beta0)
assert abs((1 - 2*nu_a) / mu_a - (1 - 2*nu_b) / mu_b) < 1e-12

max_profile_error = 0.0
relaxed = {}
for beta in (beta0 / 2, beta0, 1.5, 20.0):
    X, phase, misfit, elastic, residual = relax(beta, lambda X: 0 * X)
    r = ratio(beta)
    assert residual < 1e-9
    error = np.max(np.abs(phase - phase_formula(X, beta)))
    max_profile_error = max(max_profile_error, error)
    assert error < 1e-5                   # truncated harmonics at small beta
    assert abs(misfit - (1 - r)) < 1e-8
    assert abs(elastic + beta * np.log(1 - r**2)) < 1e-8
    assert abs(misfit + elastic - energy_formula(beta)) < 1e-8
    relaxed[beta] = misfit + elastic

# An asymmetric start reaches the same energy.
other = relax(beta0, lambda X: 0.5 * np.cos(2*X) + 0.4 * np.sin(3*X))
assert abs(other[2] + other[3] - energy_formula(beta0)) < 1e-7

# Small- and large-beta laws against the relaxed energies.
for beta in (beta0 / 2, beta0):
    series = beta * (1 - np.log(2 * beta)) + beta**2 / 2
    assert abs(relaxed[beta] - series) < beta**4 / 20
assert abs(relaxed[20.0] - (1 - 1 / 80)) < 1e-5

# --- Stability of three neighbouring periods together ----------------------
per, cells = 256, 3
X = 2 * np.pi * np.arange(per) / per - np.pi
K = np.abs(np.fft.fftfreq(per * cells) * per * cells) / cells
stiff = np.fft.ifft(K[:, None] * np.fft.fft(np.eye(per*cells), axis=0), axis=0)
hessian = beta0 * stiff.real + np.diag(np.tile(np.cos(phase_formula(X, beta0)), cells))
modes = np.linalg.eigvalsh((hessian + hessian.T) / 2)
assert abs(modes[0]) < 1e-5 and modes[1] > 1e-4

# --- Isolated dislocation --------------------------------------------------
# Limit of the profile for a very long period.
s = np.linspace(-5, 5, 41)
long_beta = 1e-4
isolated = np.pi + 2 * np.arctan(s)
assert np.max(np.abs(phase_formula(long_beta * s, long_beta) - isolated)) < 1e-6
# Mean ln(distance/zeta) over two Lorentzian densities; x = zeta*tan(theta).
n = 1500
th1 = np.pi * (np.arange(n) + 0.25) / n - np.pi / 2
th2 = np.pi * (np.arange(n) + 0.75) / n - np.pi / 2
mean_log = np.mean(np.log(np.abs(np.tan(th1)[:, None] - np.tan(th2)[None, :])))
assert abs(mean_log - np.log(2)) < 3e-3   # log singularity: error of order 1/n
# Misfit energy of one isolated dislocation, in units E0*zeta.
theta = np.pi * (np.arange(2000) + 0.5) / 2000 - np.pi / 2
core_integral = np.pi * np.mean((1 - np.cos(np.pi + 2*theta)) / np.cos(theta)**2)
assert abs(core_integral * E0 * zeta - Lam * c**2 / (2 * np.pi)) < 1e-10
# Strain energy of a singular edge dislocation, from its displacement field.
v = sp.Rational(1, 4)
R2 = x**2 + y**2
ex = (sp.atan(y / x) + x*y / (2*(1 - v)*R2)) / (2 * sp.pi)
ey = -((1 - 2*v) * sp.log(R2) + (x**2 - y**2) / R2) / (8 * sp.pi * (1 - v))
exx, eyy = sp.diff(ex, x), sp.diff(ey, y)
exy = (sp.diff(ex, y) + sp.diff(ey, x)) / 2
density = exx**2 + eyy**2 + 2*exy**2 + v / (1 - 2*v) * (exx + eyy)**2
dens = sp.lambdify((x, y), density, 'numpy')
ang = 2 * np.pi * (np.arange(400) + 0.3) / 400
edge_factor = 2 * np.pi * np.mean(dens(np.cos(ang), np.sin(ang)))
equal_Lam = 1 / (2 * (1 - 0.25))          # Lam/mu for identical crystals
assert abs(edge_factor - equal_Lam / (2 * np.pi)) < 1e-10


# --- Site sampling and commensurability ------------------------------------
def site_mean(shift, M, q, beta):
    sites = 2 * np.pi * q * np.arange(M) / M + shift
    wrapped = (sites + np.pi) % (2 * np.pi) - np.pi
    return np.mean(1 - np.cos(phase_formula(wrapped, beta)))


for M, q in ((7, 1), (7, 2), (50, 1)):
    shifts = 2 * np.pi * (np.arange(16) + 0.1) / (16 * M)
    means = np.array([site_mean(z, M, q, beta0) for z in shifts])
    amplitude = 2 * np.mean((means - means.mean()) * np.cos(M * shifts))
    assert abs(amplitude - (1 - r0**2) * r0**(M - 1)) < 1e-6
    if M == 50:
        ripple = amplitude * E0
sites_per_period = p / b
assert abs(sites_per_period - 50) < 1e-9
# Irrational ratio: a long row of sites gives the continuum mean.
row = (2*np.pi*np.arange(200000)*(np.sqrt(5)-1)/2 + np.pi) % (2*np.pi) - np.pi
assert abs(np.mean(1 - np.cos(phase_formula(row, beta0))) - (1 - r0)) < 1e-4

# --- Printed results -------------------------------------------------------
eV_nm = 1e-18 / charge                    # GPa*nm^2 to eV/nm
E = E0 * energy_formula(beta0)
prefactor = Lam * c**2 / (2 * np.pi)
log_line = prefactor * (np.log(p / (4 * np.pi * zeta)) + 1)
print(f"substrate spacing a = {a:.3f} nm, film spacing b = {b:.3f} nm")
print(f"substrate: mu_a = {mu_a:.0f} GPa, nu_a = {nu_a:.2f}")
print(f"film: mu_b = {mu_b:.0f} GPa, nu_b = {nu_b:.2f}")
print(f"interface: mu0 = {mu0:.0f} GPa, d = {d:.3f} nm")
print(f"mean spacing c = {c:.5f} nm")
print(f"period p = {p:.3f} nm, misfit c/p = {c/p:.5f}")
print(f"film sites per period p/b = {sites_per_period:.3f}")
print(f"combined modulus Lam = {Lam:.3f} GPa")
print(f"core half-width zeta = {zeta:.4f} nm")
print(f"beta = {beta0:.5f}, r = {r0:.5f}")
print(f"peak traction mu0*c/(2 pi d) = {mu0*c/(2*np.pi*d):.3f} GPa")
print(f"energy scale E0 = {E0:.5f} J/m^2")
print(f"misfit part of energy = {E0*(1-r0):.5f} J/m^2")
print(f"elastic part of energy = {-E0*beta0*np.log(1-r0**2):.5f} J/m^2")
print(f"total interfacial energy E = {E:.5f} J/m^2")
print(f"line prefactor Lam c^2/(2 pi) = {prefactor*eV_nm:.4f} eV/nm")
print(f"energy per dislocation p*E = {p*E*eV_nm:.4f} eV/nm")
print(f"same from isolated-dislocation log = {log_line*eV_nm:.4f} eV/nm")
print("offset U/c: x (nm), array, isolated, unrelaxed")
for pos in (0.0, zeta, p / 8, p / 4, p / 2 * 0.999999):
    u_array = phase_formula(2*np.pi*pos/p, beta0) / (2*np.pi)
    u_single = 0.5 + np.arctan(pos / zeta) / np.pi
    print(f"  {pos:.4f}  {u_array:.5f}  {u_single:.5f}  {0.5+pos/p:.5f}")
print("scan at fixed c, zeta: c/p, beta, E (J/m^2), log law (J/m^2), log error (%)")
for f in (0.001, 0.005, 0.01, 0.02, 0.05, 0.10):
    bt = 2 * np.pi * zeta * f / c
    full, law = E0 * energy_formula(bt), E0 * bt * (1 - np.log(2 * bt))
    print(f"  {f:.3f}  {bt:.5f}  {full:.5f}  {law:.5f}  {100*(law/full-1):.3f}")
print(f"site-sampling ripple amplitude, M = 50: {ripple:.3e} J/m^2")
print(f"ripple amplitude / E = {ripple/E:.3e}")
kp = 2 * np.pi
print(f"first-harmonic shear at depth p / interface = {(1-kp)*np.exp(-kp):.5f}")
print(f"largest phase error, grid vs formula = {max_profile_error:.1e} rad")
print(f"lowest two stability eigenvalues = {modes[0]:.1e}, {modes[1]:.5f}")
print(f"mean log distance, two Lorentzians = {mean_log:.4f}; ln 2 = {np.log(2):.4f}")
print(f"edge-field log prefactor/(mu c^2), nu=0.25 = {edge_factor:.6f}")
print("PASS")
```

Output:

```
substrate spacing a = 0.300 nm, film spacing b = 0.306 nm
substrate: mu_a = 50 GPa, nu_a = 0.25
film: mu_b = 40 GPa, nu_b = 0.30
interface: mu0 = 30 GPa, d = 0.300 nm
mean spacing c = 0.30297 nm
period p = 15.300 nm, misfit c/p = 0.01980
film sites per period p/b = 50.000
combined modulus Lam = 30.769 GPa
core half-width zeta = 0.3077 nm
beta = 0.12636, r = 0.88159
peak traction mu0*c/(2 pi d) = 4.822 GPa
energy scale E0 = 0.23251 J/m^2
misfit part of energy = 0.02753 J/m^2
elastic part of energy = 0.04411 J/m^2
total interfacial energy E = 0.07164 J/m^2
line prefactor Lam c^2/(2 pi) = 2.8056 eV/nm
energy per dislocation p*E = 6.8417 eV/nm
same from isolated-dislocation log = 6.6647 eV/nm
offset U/c: x (nm), array, isolated, unrelaxed
  0.0000  0.50000  0.50000  0.50000
  0.3077  0.75084  0.75000  0.52011
  1.9125  0.95201  0.94922  0.62500
  3.8250  0.98000  0.97445  0.75000
  7.6500  1.00000  0.98720  1.00000
scan at fixed c, zeta: c/p, beta, E (J/m^2), log law (J/m^2), log error (%)
  0.001  0.00638  0.00796  0.00795  -0.059
  0.005  0.03191  0.02795  0.02783  -0.423
  0.010  0.06381  0.04585  0.04538  -1.032
  0.020  0.12762  0.07208  0.07019  -2.623
  0.050  0.31906  0.11925  0.10751  -9.843
  0.100  0.63811  0.15808  0.11218  -29.035
site-sampling ripple amplitude, M = 50: 1.078e-04 J/m^2
ripple amplitude / E = 1.504e-03
first-harmonic shear at depth p / interface = -0.00987
largest phase error, grid vs formula = 1.0e-09 rad
lowest two stability eigenvalues = -5.4e-12, 0.00353
mean log distance, two Lorentzians = 0.6931; ln 2 = 0.6931
edge-field log prefactor/(mu c^2), nu=0.25 = 0.106103
PASS
```
